# Multiplets of a C3v e² shell from single determinants and constrained DFT

## Problem

A centre of C3v symmetry, such as NV⁻ in diamond in its configuration \(a_1^2e^2\), has a closed-shell core and two electrons in a degenerate \(e\) level. Take real orthonormal orbitals \(x,y\) spanning \(e\), with \(x\) even under one mirror, frozen and common to all states. The Hamiltonian is spin-free and the geometry fixed. Write \((pq|rs)=\iint p^*(1)q(1)\,r_{12}^{-1}\,r^*(2)s(2)\) in atomic units, \(J=(xx|yy)\), \(K=(xy|xy)\), \(e_\pm=(x\pm iy)/\sqrt2\). A bar marks spin down, and \(D\) is the energy of a determinant.

(a) Find the energies of \(^3A_2\), \(^1E\) and \(^1A_1\). (b) Decide which states are single determinants. (c) Express all three energies through determinant energies. (d) Decide which of them a density functional with constrained occupations can reach. (e) Evaluate everything for triplet methylnitrene, CH₃N, a C3v \(e^2\) molecule, at a round, unoptimised geometry (C–N 1.42 Å, C–H 1.10 Å, H–C–N 110°) in the 6-31G* basis, with restricted open-shell Hartree–Fock (ROHF) triplet orbitals.

## First estimate

Let \(E_0\) collect the core energy and the one-electron energies. Three real determinants suggest themselves. The Slater–Condon rules give \(D(xy)=E_0+J-K\), \(D(x\bar y)=E_0+J\) and \(D(x\bar x)=E_0+(xx|xx)\). The naive reading takes these as the triplet and the two singlets.

To size \(K\), model \(x,y\) as atomic p orbitals with radial integrals \(F^k=\langle r_<^k/r_>^{k+1}\rangle\). The angular part of the product \(xy\) is \((3/4\pi)\sin^2\theta\sin\phi\cos\phi=c\,Y\), with \(Y=\sqrt{15/4\pi}\sin^2\theta\sin\phi\cos\phi\) a normalised \(l=2\) harmonic, so \(c^2=3/20\pi\). The multipole expansion of \(1/r_{12}\) supplies \(4\pi/5\), giving \(K=\tfrac{4\pi}{5}c^2F^2=\tfrac{3}{25}F^2\). The neutral density \(x^2-y^2\) is \(2xy\) rotated by 45°, so \(2(xx|xx)-2J=4K\). The sum \(x^2+y^2+z^2\) is spherical, so \((xx|xx)+2J=3F^0\), and \(J=F^0-\tfrac{2}{25}F^2\). For charge on a thin shell of radius \(L\), \(F^0=F^2=1/L\): every integral scales as \(1/L\), and \(K/J=3/23\). With \(J=16.29\) eV for CH₃N this gives \(K\approx2.1\) eV. For pure p orbitals \(F^2\le F^0\), because \(r_</r_>\le1\), so \(3/23\) is an upper bound on the ratio. The estimate puts the singlets at \(K\) and \(3K\) above the triplet.

## Exact solution

### Integrals

The real pair densities are \(x^2+y^2\), which is \(A_1\), and \(x^2-y^2\), \(2xy\). If \((x,y)\) turns like \((\cos\phi,\sin\phi)\), the last two turn like \((\cos2\phi,\sin2\phi)\) and form an \(E\) pair. The Coulomb form is invariant under the group, so by Schur's lemma it vanishes between \(A_1\) and \(E\) and is a multiple of the unit matrix within \(E\). From \((x^2+y^2|x^2-y^2)=0\) follows \((xx|xx)=(yy|yy)\). From \((x^2\pm y^2|2xy)=0\) follows \((xx|xy)=(yy|xy)=0\). Equal norms in \(E\) give \(2(xx|xx)-2J=4K\), so
\[ (xx|xx)=(yy|yy)=J+2K \]
holds in C3v without the atomic model. The one-electron operator, core Coulomb and exchange included, is invariant too, so \(h_{xx}=h_{yy}=h\), \(h_{xy}=0\) and \(E_0=E_{\rm core}+2h\).

### (a) Multiplets

Use spatial functions of two electrons, with \(\langle ab|r_{12}^{-1}|cd\rangle=(ac|bd)\). The antisymmetric function \((xy-yx)/\sqrt2\) goes with triplet spin; it is unchanged by rotations and odd under the mirror, hence \(A_2\). The symmetric ones go with singlet spin: \((xx+yy)/\sqrt2\) is \(A_1\), while \((xx-yy)/\sqrt2\) and \((xy+yx)/\sqrt2\) form \(E\). Each symmetry occurs once, so these are eigenstates within the shell. The expectation values are \(\tfrac12[2J\pm2K]\) for \(xy\pm yx\), and \(\tfrac12[2(J+2K)\pm2K]\) for \(xx\pm yy\), since \(\langle xx|r_{12}^{-1}|yy\rangle=K\). Therefore
\[ T\equiv E(^3A_2)=E_0+J-K,\quad E\equiv E(^1E)=E_0+J+K,\quad A\equiv E(^1A_1)=E_0+J+3K .\]
The levels are equally spaced by \(2K\).

### (b) Which states are determinants

Number the spin orbitals \(x,\bar x,y,\bar y\) as 1 to 4 and write \(\Psi=\sum_{p<q}C_{pq}|pq|\), with \(C\) antisymmetric and \(\sum_{p<q}|C_{pq}|^2=1\). Choose new spin orbitals so that \(|12|\) is the determinant of largest overlap with \(\Psi\). Mixing a little of 3 or 4 into 1 or 2 cannot raise the overlap to first order, which forces \(C_{13}=C_{14}=C_{23}=C_{24}=0\). Two terms remain, with \(\lambda_1=|C_{12}|\ge\lambda_2=|C_{34}|\) and \(\lambda_1^2+\lambda_2^2=1\). The Pfaffian \(\mathrm{Pf}=C_{12}C_{34}-C_{13}C_{24}+C_{14}C_{23}\) obeys \(\mathrm{Pf}^2=\det C\), and \(|\det C|\) is unchanged by \(C\to UCU^T\) with unitary \(U\). Hence \(|\mathrm{Pf}|=\lambda_1\lambda_2\) in any basis. The state is a determinant if and only if \(\mathrm{Pf}=0\), and \(|\mathrm{Pf}|=\tfrac12\) means a largest determinant weight \(\lambda_1^2=\tfrac12\).

For \(M_s=0\) write \(\Psi=\sum_{ab}S_{ab}|a\bar b|\). Then \(C_{12}=S_{xx}\), \(C_{34}=S_{yy}\), \(C_{14}=S_{xy}\), \(C_{23}=-S_{yx}\) (because \(|y\bar x|=-|\bar xy|\)) and \(C_{13}=C_{24}=0\), so \(\mathrm{Pf}=\det S\). With Pauli matrices \(\sigma_i\) acting on \((x,y)\):

- \(^1A_1\) has \(S=1/\sqrt2\) and \(\det S=\tfrac12\). It is nondegenerate, so no choice of component or orbitals in the shell makes it a determinant.
- \(^1E\) has \(S=(a\sigma_3+b\sigma_1)/\sqrt2\) and \(\det S=-(a^2+b^2)/2\). Real components have \(|\mathrm{Pf}|=\tfrac12\). The Pfaffian vanishes for \(b=\pm ia\), and \(S=(\sigma_3\pm i\sigma_1)/2\) has elements \((e_\pm)_a(e_\pm)_b\): the determinants \(|e_\pm\bar e_\pm|\) are pure \(^1E\).
- A triplet with amplitudes \(\tau_1,\tau_0,\tau_{-1}\) has \(C_{13}=\tau_1\), \(C_{24}=\tau_{-1}\), \(C_{14}=C_{23}=\tau_0/\sqrt2\), so \(\mathrm{Pf}=\tau_0^2/2-\tau_1\tau_{-1}\). It vanishes when \((\tau_1,\tau_0/\sqrt2,\tau_{-1})=(p^2,pq,q^2)\), that is when both electrons carry the same spinor \((p,q)\). The \(M_s=0\) component has \(|\mathrm{Pf}|=\tfrac12\).

A numerical maximisation over general complex, non-collinear determinants tests these weights and finds 1 or 0.5 as stated.

### (c) Sum rules

Let \(|u\bar v|\) have normalised complex two-vectors \(u,v\), so \(S=uv^T\), and define unit vectors by \(uu^\dagger=(1+\mathbf n\cdot\boldsymbol\sigma)/2\), \(vv^\dagger=(1+\mathbf m\cdot\boldsymbol\sigma)/2\). The orbitals \(x,y\) have \(\mathbf n=(0,0,\pm1)\) and \(e_\pm\) have \((0,\pm1,0)\). The triplet amplitude is \((u_xv_y-u_yv_x)/\sqrt2\). Expanding the moduli gives \(|u_xv_y-u_yv_x|^2=1-|u^\dagger v|^2\), and \(|u^\dagger v|^2=\mathrm{tr}(uu^\dagger vv^\dagger)=(1+\mathbf n\cdot\mathbf m)/2\). The \(A_1\) amplitude is \(u^Tv/\sqrt2\), the overlap of \(v\) with \(u^*\), whose vector is \((n_1,-n_2,n_3)\) because \(\sigma_2^*=-\sigma_2\). Thus
\[ w_T=\tfrac14(1-\mathbf n\cdot\mathbf m),\quad w_A=\tfrac14(1+n_1m_1-n_2m_2+n_3m_3),\quad w_E=1-w_T-w_A=\tfrac12(1+n_2m_2).\]
The Hamiltonian is diagonal in the multiplets, so \(D=w_TT+w_EE+w_AA=E+2K(w_A-w_T)\), and \(w_A-w_T=\tfrac12(n_1m_1+n_3m_3)\):
\[ D(u\bar v)=E_0+J+K+K(n_1m_1+n_3m_3). \]

| determinant | \(w_T\) | \(w_E\) | \(w_A\) | \(D-T\) |
|---|---|---|---|---|
| \(x\bar y\) | ½ | ½ | 0 | \(K\) |
| \(x\bar x\) | 0 | ½ | ½ | \(3K\) |
| \(e_+\bar e_+\) | 0 | 1 | 0 | \(2K\) |
| \(e_+\bar e_-\) | ½ | 0 | ½ | \(2K\) |

Solving the rows, with \(T=D(xy)\),
\[ E=D(+\bar+)=2D(x\bar y)-D(xy),\]
\[ A=2D(+\bar-)-D(xy)=2D(x\bar x)-2D(x\bar y)+D(xy).\]
The last form is \(A=2D(x\bar x)-E\) with the real expression for \(E\). Call the expressions with \(x,y\) the real routes and those with \(e_\pm\) the complex routes. Since \(w_A\le\tfrac12\) and \(w_T\ge0\) for any determinant, collinear or not, \(D\le E+K=A-K\); the bound is attained by \(x\bar x\).

Among \(M_s=0\) determinants \(x\bar y\) is a minimum and \(x\bar x\) a maximum. At \(+\bar+\), tilting to \(\mathbf n=(0,\cos\epsilon,\sin\epsilon)\), \(\mathbf m=(0,\cos\epsilon,\pm\sin\epsilon)\) changes \(D\) by \(\pm K\sin^2\epsilon\), so it is a saddle. At \(x\bar x\), tilting \(\mathbf n,\mathbf m\) oppositely toward axis 1 changes \(D\) by \(K\cos2\epsilon-K=-2K\sin^2\epsilon\). Both determinants must be held by symmetry or by a maximum-overlap rule in a self-consistent calculation.

### (d) Density functionals

A Kohn–Sham energy is not \(\langle H\rangle\), so the weights no longer guarantee that the routes agree. Four consequences can be derived for collinear functionals without current dependence.

*The complex \(^1A_1\) route adds nothing.* Conjugate all spin-down orbitals. The densities \(|\psi|^2\), their gradients, the kinetic energy \(|\nabla\psi|^2\) and the exact exchange \(-\tfrac12\iint|\gamma_\downarrow(1,2)|^2/r_{12}\) are unchanged, while \(\bar e_+\to\bar e_-\). Hence \(D(+\bar+)=D(+\bar-)\) for semilocal and hybrid functionals. The map pairs all determinants at equal energy, so it carries stationary points to stationary points and the equality survives relaxation. The complex route then returns \(A-T=2(E-T)\) by construction.

*The two \(^1E\) routes.* Their mismatch is
\[\delta=2[D(x\bar y)-D(xy)]-[D(+\bar+)-D(xy)]=2[D(x\bar y)-D(+\bar+)]-[D(xy)-D(+\bar+)].\]
With frozen orbitals \(xy\), \(x\bar y\) and \(+\bar+\) share the real part of the spin-summed density matrix, since \(2\,\mathrm{Re}\,e_+(1)e_+^*(2)=x(1)x(2)+y(1)y(2)\). Kinetic, external and Hartree energies cancel, and the spin densities \(m_T=x^2+y^2\), \(m_{x\bar y}=x^2-y^2\) and \(0\) are what differ. At fixed \(n\) the \(E_{xc}\) of an LDA or GGA is even in \(m\); its quadratic term \(Q[m]=B(m,m)\) is an invariant form, because \(n\) is invariant. The Schur argument applies to \(B\) with parameters \(J'=B(x^2,y^2)\), \(K'=B(xy,xy)\) and \(B(x^2,x^2)=J'+2K'\). Then \(Q_T=2(J'+2K')+2J'=4J'+4K'\), \(Q_{x\bar y}=2(J'+2K')-2J'=4K'\), and the quadratic part of \(\delta\) is
\[ 2Q_{x\bar y}-Q_T=4(K'-J'). \]
In the LDA \(B(\rho,\rho')=\int f(n)\rho\rho'\), so \(J'=K'=\int fx^2y^2\) and \(\delta\) starts at fourth order in \(m\). For Slater exchange, with \(\zeta=m/n\) and \(C_x=\tfrac34(3/\pi)^{1/3}\), the energy density \(-\tfrac12C_xn^{4/3}[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}]\) expands in even powers; the zeroth cancels in each bracket of \(\delta\) and the second cancels as just shown, leaving
\[ \delta=-C_x\sum_{k\ge2}\binom{4/3}{2k}\int n^{4/3}\left(2\zeta_{x\bar y}^{2k}-\zeta_T^{2k}\right).\]
In a GGA \(B\) contains \(\nabla\rho\cdot\nabla\rho'\). Since \(\nabla x^2\cdot\nabla y^2=4xy\nabla x\cdot\nabla y\) differs from \(|\nabla(xy)|^2=|x\nabla y+y\nabla x|^2\), nothing enforces \(J'=K'\).

*The real \(^1A_1\) route.* Here \(A-T=2[D(x\bar x)-D(x\bar y)]\). The one-electron terms cancel by symmetry. The Hartree energy in the shell changes from \(\tfrac12(x^2+y^2|x^2+y^2)=(xx|xx)+J\) to \(\tfrac12(2x^2|2x^2)=2(xx|xx)\), a rise of \(2K\). Exchange is a sum over spins; the up channel is common, and the down channel holds core plus \(x\) or core plus \(y\). For exact exchange these are equal by \(h_{xx}=h_{yy}\)-type invariance and \((xx|xx)=(yy|yy)\). For semilocal exchange no C3v operation maps \(x^2\) onto \(y^2\), so a remainder \(\Delta E_x\) is allowed. Thus \(A-T=4K+2\Delta E_c+2(1-a_x)\Delta E_x\), with \(a_x\) the exact-exchange fraction.

*Fractional occupations.* The spin density matrices of an \(M_s=0\) state are \(SS^\dagger\) and \(S^TS^*\). Both equal \(\tfrac12\cdot1\) for \(^1A_1\), the real \(^1E\) components and \(M_s=0\) \(^3A_2\), because \(S\sqrt2\) is a real orthogonal matrix in each case. A functional of the one-particle density matrix cannot tell these states apart. Occupying all four spin orbitals by ½ gives the spin densities of \(+\bar+\), so the two energies differ by exact exchange in the shell alone (exchange with the real core is linear in the real part of the shell density matrix). For half occupations it is \(2\cdot(-\tfrac12)\cdot\tfrac14[2(J+2K)+2K]=-\tfrac12(J+3K)\). For \(+\bar+\) it is \(-\tfrac14(x^2+y^2|x^2+y^2)=-(J+K)\). Hence
\[ E_{\rm frac}-D(+\bar+)=a_x\,(J-K)/2 .\]
For LDA and GGA the fractional calculation is the \(+\bar+\) calculation, whose determinant is \(^1E\).

Constrained occupations therefore reach \(^3A_2\) directly, \(^1E\) directly with complex orbitals or by the real sum rule, and \(^1A_1\) as a difference of mixed determinants, never as one determinant of the shell.

### (e) Numbers for CH₃N

The values are in the numerical output below; energies are in eV above \(D(xy)\). The integrals are \(J=16.292\), \(K=0.8960\), \((xx|xx)=18.084=J+2K\). Diagonalising the shell Hamiltonian, CI(2,2), gives \(2K=1.792\) and \(4K=3.584\). This reference omits dynamic correlation, orbital relaxation of the singlets and basis completeness, so it tests the algebra and is not a prediction of the spectrum. The last digits belong to this basis: in def2-TZVP \(K=0.8932\), \(2K=1.786\), and the HF, LDA and PBE rows below move by up to 0.014, while the PBE mismatch of the two \(^1E\) routes changes by only 0.002.

| frozen | \(^1E\) real | \(^1E\) complex | \(^1A_1\) real | \(^1A_1\) complex |
|---|---|---|---|---|
| HF | 1.792 | 1.792 | 3.584 | 3.584 |
| LDA | 1.509 | 1.502 | 3.098 | 3.005 |
| PBE | 1.176 | 1.716 | 3.520 | 3.431 |
| PBE0 | 1.258 | 1.663 | 3.520 | 3.327 |

The PBE row comes from \(x\bar y\) at 0.588, \(x\bar x\) at 2.348 and \(+\bar\pm\) at 1.716: \(2\times0.588=1.176\) and \(2(2.348-0.588)=3.520\). Tilts by 0.2 rad lower the HF energy by \(0.8960\times\sin^20.2=0.0354\) and by 0.0707, and they lower it for all three functionals as well.

In the LDA (VWN correlation) finite differences in the spin polarisation give \(Q_T=-1.4743\) and \(Q_{x\bar y}=-0.7372\), a ratio of two, and \(\delta\) is 0.0068. For Slater exchange alone \(\delta=0.0112\), matched by the series, of which the \(\zeta^4\) term gives 0.0097. In PBE \(2(-1.0993)+1.6712\approx-0.527\) accounts for nearly all of \(\delta=-0.539\), which is 31% of the complex \(^1E\) value. Exact exchange contributes nothing to \(\delta\), because the HF mismatch vanishes and the other terms cancel. Passing to PBE0 removes a quarter of the PBE exchange part, so that part is \(-4(0.5393-0.4050)=-0.537\) and correlation contributes about \(-0.002\).

The real \(^1A_1\) route is 3.520 for both PBE and PBE0, and since the two values differ by \(\tfrac12\Delta E_x\), \(|\Delta E_x|\) is below about 0.002 here. The departure from \(4K\), \(-0.064\), is therefore PBE correlation to within about 0.004. The fractional PBE0 energy, \(1.663+0.25\times7.698=3.588\), lies within 0.004 of the CI \(^1A_1\) level. This is an accident: the added term is \(a_x(J-K)/2\), dominated by \(J\), and in HF, where \(a_x=1\), the same occupation gives 9.490.

Relaxed spin-unrestricted PBE places \(x\bar y\) at 0.518, \(x\bar x\) at 2.057 and \(+\bar+\), run as half occupations, at 1.512. The \(^1E\) routes give 1.036 and 1.512; the \(^1A_1\) routes give \(2(2.057-0.518)=3.078\) and 3.025. For \(x\bar y\), \(\langle S^2\rangle=1.0026\) against the frozen value \(2w_T=1\), so the determinant stays close to an equal mixture of singlet and triplet. The sum rules assumed common orbitals, which relaxation gives up, and the \(^1E\) ambiguity of about 0.5 eV remains.

### Failure of the pure \(e^2\) picture

Add the highest occupied \(a_1\) orbital \(a\), taken as an eigenvector of \((F_\alpha+F_\beta)/2\) within the doubly occupied space (ROHF fixes that space, not the orbitals in it), and count two holes in the closed shell \(a^2e^4\); for real orbitals the holes interact through the same integrals, and the one-hole operator does not connect \(a\) with \(e\). The hole pair \(ae\) gives \(^3E\) and \(^1E\), and \(aa\) gives \(^1A_1\), so within these three orbitals \(^3A_2\) has no partner and is unshifted. For \(^1A_1\) the coupling is \([(ax|ax)+(ay|ay)]/\sqrt2=\sqrt2(ax|ax)\). For \(^1E\), between \((xx-yy)/\sqrt2\) and \((ax+xa)/\sqrt2\), it is \((ax|xx)-(ay|xy)\). Under a 120° rotation \(e^{-2i\phi}\) acquires the same phase as \(e^{i\phi}\), so \((x^2-y^2,-2xy)\) transforms like \((ax,ay)\). Then \((ax|xx)-(ax|yy)=-2(ay|xy)\), and \((ax|x^2+y^2)=0\) gives \((ay|xy)=-(ax|xx)\) and a coupling \(2(ax|xx)\). The resulting 2×2 roots are tested against the full CI(4,3) matrix. To second order the shifts are \(-1.398^2/(13.098-3.584)=-0.205\) for \(^1A_1\) (2×2 value \(-0.201\)) and \(-0.0283^2/(6.891-1.792)=-0.0002\) for \(^1E\). In this three-orbital space the upper spacing falls to 1.591 against \(2K=1.792\), which the complex route, with its fixed ratio of two, cannot show. The value depends on the choice of \(a\): diagonalising \(F_\alpha\), \(F_\beta\) or \((3F_\beta-F_\alpha)/2\) instead gives 1.648, 1.498 or 1.365. It is also far from converged. Adding the second occupied \(e\) pair gives 1.550, and adding the two lower valence \(a_1\) orbitals as well, twelve electrons in seven orbitals, puts \(^1E\) at 1.774 and \(^1A_1\) at 2.677, a spacing of 0.90. Virtual orbitals shift the levels too: letting only the two \(e\) electrons use all of them gives 1.644 and 3.004. The three-orbital model shows the sign and mechanism of the shift, not its size. In NV⁻ the spacings usually quoted are roughly 0.4 eV, inferred indirectly, and 1.2 eV, unequal in the opposite sense; that stronger \(^1E\) mixing causes this is a conjecture not examined here.

## Comparison

The estimate had the right scale, a few \(K\), and the wrong states. It placed the singlets at \(K=0.896\) and \(3K=2.688\) eV, each below its shell value by \(K\), which is 50% of the \(^1E\) gap and 25% of the \(^1A_1\) gap. The weights give the reason: \(x\bar y\) is half triplet and \(x\bar x\) half \(^1E\), so each sits midway between the intended level and the one \(2K\) below it.

The thin-shell value \(K\approx2.1\) eV exceeds the computed 0.896 eV by a factor 2.4, on the side the bound requires for p orbitals. Inverting \(K/J=3t/(25-2t)\), with \(t=F^2/F^0\) and \(K/J=0.0550\), gives \(t=25\times0.0550/(3+2\times0.0550)=0.44\). This is an effective number, since the molecular \(e\) orbitals are not pure atomic p functions. In the p-orbital model \(t\) measures how much the radial spread of the charge weakens the quadrupole interaction of the neutral density \(xy\) relative to the monopole that dominates \(J\).

## Computed values

```
CH3N C-N 1.42 A, C-H 1.1 A, HCN 110.0 deg, 6-31G*, 34 AOs, 38320 grid points
ROHF 3A2 energy -93.994176 hartree; 1 hartree = 27.211386 eV
J 16.2919 eV, K 0.8960 eV, (xx|xx) 18.0840 eV, J+2K 18.0840 eV
CI(2,2) above 3A2: 1E 1.7921 eV, 1A1 3.5842 eV
3A2 Ms=1: |Pfaffian| 0.000, max determinant weight 1.0000
3A2 Ms=0: |Pfaffian| 0.500, max determinant weight 0.5000
1E real: |Pfaffian| 0.500, max determinant weight 0.5000
1E complex: |Pfaffian| 0.000, max determinant weight 1.0000
1A1: |Pfaffian| 0.500, max determinant weight 0.5000
highest determinant energy (D-E0-J)/K = 2.0000; 1A1 has 3.0000
frozen ROHF orbitals, eV above D(xy):
 HF: xy' 0.896 xx' 2.688 ++' 1.792 +-' 1.792 frac 9.490
   1E real 1.792 complex 1.792; 1A1 real 3.584 complex 3.584
   tilt 0.2 rad: from ++' -0.0354, from xx' -0.0707; delta -0.0000
 LDA,VWN: xy' 0.755 xx' 2.303 ++' 1.502 +-' 1.502 frac 1.502
   1E real 1.509 complex 1.502; 1A1 real 3.098 complex 3.005
   tilt 0.2 rad: from ++' -0.0291, from xx' -0.0609; delta 0.0068
   Q_T -1.4743, Q_xy' -0.7372, 2Q_xy'-Q_T 0.0000
 PBE: xy' 0.588 xx' 2.348 ++' 1.716 +-' 1.716 frac 1.716
   1E real 1.176 complex 1.716; 1A1 real 3.520 complex 3.431
   tilt 0.2 rad: from ++' -0.0434, from xx' -0.0693; delta -0.5393
   Q_T -1.6712, Q_xy' -1.0993, 2Q_xy'-Q_T -0.5275
 PBE0: xy' 0.629 xx' 2.389 ++' 1.663 +-' 1.663 frac 3.588
   1E real 1.258 complex 1.663; 1A1 real 3.520 complex 3.327
   tilt 0.2 rad: from ++' -0.0400, from xx' -0.0693; delta -0.4050
(J-K)/2 7.6979 eV, (J-K)/8 1.9245 eV
Slater exchange delta 0.01122 eV; series: zeta^2 -0.00000, zeta^4 0.00971, all 0.01122 eV
relaxed UKS-PBE D(xy) -94.418824 hartree, <S^2> 2.0049
 above it: xy' 0.518 eV (<S^2> 1.0026), xx' 2.057 eV, ++' 1.512 eV
 1E real 1.036 complex 1.512; 1A1 real 3.078 complex 3.025 eV
a1 mixing: |2(ax|xx)| 0.0283 eV, sqrt2(ax|ax) 1.3980 eV
 unmixed 1E(a1 e3) 6.891 eV, 1A1(e4) 13.098 eV above 3A2
 CI(4,3): 1E 1.7919 eV (shift -0.0002), 1A1 3.3830 eV (shift -0.2012)
 1A1-1E 1.5911 eV against 2K 1.7921 eV
```
